# The distribution $P(1/r^3)$: definition, scaling and the helium ground state: a program that tests the result

```python
# Distribution <P,f> = lim_{a->0} [ int_{r>a} d^3r f/r^3 + 4 pi f(0)(gamma + ln a) ].
# Tested: Fourier transform 4 pi (1 - ln q); <P,f> = -4 pi int (gamma+ln r) fbar' dr;
# scaling <P,f(lam r)> = <P,f> - 4 pi ln(lam) f(0), and for rescaled wave functions
# <P>_lam = lam^3 [<P> - 4 pi ln(lam) <delta>].  fbar = angular average of f.
# Hartree atomic units. Helium: s=r1+r2, t=r1-r2, u=r12, Hylleraas basis
# exp(-zeta s) s^l t^b u^c, b even, l+b+c <= Omega, k = 2 zeta, infinite nuclear mass.
import numpy as np, sympy as sp, mpmath as mp
from math import gamma as G, log, pi, exp, sin, cos
from scipy.integrate import quad
from scipy.special import exp1, digamma, xlogy
from scipy.constants import fine_structure as alpha, physical_constants as pc

EG = np.euler_gamma
def close(x, y, tol): assert abs(x - y) < tol, (x, y, tol)

def P_cut(fbar, a=1e-8, rmax=60.0, eps=1e-11):
    """definition with finite cutoff a, integrated in v = ln r"""
    val = quad(lambda v: fbar(exp(v)), log(a), log(rmax), epsabs=eps, epsrel=eps, limit=400)[0]
    return 4*pi*(val + fbar(0.0)*(EG + log(a)))

def P_mom(fhat):
    """Parseval integral with 4 pi (1 - ln q); fhat is the angular average"""
    F = lambda q: q*q*4*pi*(1 - log(q))*fhat(q)/(2*pi**2)
    return sum(quad(F, lo, hi, epsabs=1e-11, epsrel=1e-11, limit=400)[0]
               for lo, hi in ((0, 1), (1, 20), (20, np.inf)))

# gamma, exponentials, cutoff error
g_int = -float(mp.quad(lambda t: mp.exp(-t)*mp.log(t), [0, 1, 10, mp.inf]))
close(g_int, EG, 1e-10)
print(f"gamma from its integral = {g_int:.8f}")
for kk in (0.5, 1.0, 3.0):
    close(P_cut(lambda r: exp(-kk*r), rmax=150), -4*pi*log(kk), 1e-6)
    close(P_cut(lambda r: r**2*exp(-kk*r), rmax=150), 4*pi*G(2)/kk**2, 1e-6)
err = P_cut(lambda r: exp(-2*r), a=1e-3) + 4*pi*log(2)
close(err/(8*pi*1e-3), 1, 2e-3)   # next term is of relative order a

# Fourier transform from the definition
x = sp.symbols('x', positive=True)
assert sp.simplify(sp.diff(sp.sin(x)/x - sp.Ci(x), x) + sp.sin(x)/x**2) == 0
for xv in (0.05, 0.8):
    ci = quad(lambda t: cos(t)/t, xv, 1)[0] + quad(lambda t: 1/t, 1, np.inf, weight='cos', wvar=1.0)[0]
    close(ci, exp1(-1j*xv).real, 1e-7)
def FT_cut(q, a):
    inner = quad(lambda v: sin(q*exp(v))/(q*exp(v)), log(a), 0, epsabs=1e-12, limit=200)[0]
    outer = quad(lambda r: 1/(q*r*r), 1, np.inf, weight='sin', wvar=q, epsabs=1e-11)[0]
    return 4*pi*(inner + outer + EG + log(a))
for q in (0.3, 1.0, 3.0):
    num = FT_cut(q, 1e-5)
    close(num, 4*pi*(1 - log(q)), 1e-7)
    print(f"q = {q:.1f} 1/bohr: FT quadrature {num:.7f}, 4pi(1-ln q) {4*pi*(1-log(q)):.7f}")
rem = FT_cut(3.0, 1e-2) - 4*pi*(1 - log(3.0))
close(rem/(4*pi*0.03**2/12), 1, 1e-3)
print(f"remainder q=3, a=0.01: {rem:.5e}, 4pi(qa)^2/12 = {4*pi*0.03**2/12:.5e}")
eta = 1e-3
for r in (1.0, 1.7):
    inv = quad(lambda q: 4*pi*(q - xlogy(q, q))*exp(-eta*q*q), 0, 250, weight='sin', wvar=r,
               limit=800, epsabs=1e-8)[0]/(2*pi**2*r)
    close(inv, r**-3 + 6*eta*r**-5, 2e-4)   # neglected term 60 eta^2 / r^7

# analytic regularization
def FT_power(e, q): return mp.pi**1.5*2**e*mp.gamma(e/2)/mp.gamma((3 - e)/2)*q**(-e)
e0 = 0.7
lhs = 4*mp.pi*mp.quad(lambda r: r**(e0 - 1)*mp.exp(-r*r), [0, 1, 10])
rhs = mp.quad(lambda q: q*q*FT_power(e0, q)*mp.pi**1.5*mp.exp(-q*q/4), [0, 1, 5, 20])/(2*mp.pi**2)
close(float(lhs), float(rhs), 1e-7)
with mp.workdps(40):
    es = mp.mpf(10)**-12
    FTs = mp.pi**(mp.mpf(3)/2)*2**es*mp.gamma(es/2)/mp.gamma((3 - es)/2)*mp.mpf(3)**(-es)
    close(float(FTs - 4*mp.pi*(1/es - mp.euler)), FT_cut(3.0, 1e-5), 1e-7)

# anisotropic test function f = exp(-|r-b|^2)
bb = 0.8
cn, cw = np.polynomial.legendre.leggauss(40)
fbar = lambda r: 0.5*float(cw @ np.exp(-(r*r + bb*bb - 2*r*bb*cn)))
rdf = lambda r: 0.5*float(cw @ ((-2*r*r + 2*r*bb*cn)*np.exp(-(r*r + bb*bb - 2*r*bb*cn))))
Pf = P_cut(fbar, rmax=12)
close(Pf, P_mom(lambda q: pi**1.5*exp(-q*q/4)*sin(q*bb)/(q*bb)), 1e-6)
close(Pf, -4*pi*quad(lambda v: (EG + v)*rdf(exp(v)), -20, 2.5, epsabs=1e-11, limit=200)[0], 1e-6)
close(P_cut(rdf, rmax=12), -4*pi*fbar(0.0), 1e-6)      # (r.grad + 3) P = 4 pi delta
for lam in (0.4, 2.5):
    close(P_cut(lambda r: fbar(lam*r), rmax=12/lam), Pf - 4*pi*log(lam)*fbar(0.0), 1e-6)
print(f"shifted Gaussian b = {bb} bohr: f(0) = {fbar(0.0):.6f}, <P,f> = {Pf:.6f}")

# hydrogenic 1s
for Z in (1, 2):
    pz = P_cut(lambda r: Z**3/pi*exp(-2*Z*r))
    close(pz, -4*Z**3*log(2*Z), 1e-5)
    close(pz, P_mom(lambda q: 16*Z**4/(4*Z*Z + q*q)**2), 1e-5)
    print(f"1s Z={Z}: <delta> = {Z**3/pi:.6f}, <P> = {pz:.5f} bohr^-3")

# helium, Hylleraas basis
Zhe, zeta = 2, 27/16
k = 2*zeta
def I(a, b, c): return G(a + b + c + 3)/((b + 1)*(b + c + 2)*k**(a + b + c + 3))
def W(wt, A, B):
    return sum(w*p*q*I(e[0]+f[0]+g[0], e[1]+f[1]+g[1], e[2]+f[2]+g[2])
               for w, e in wt for p, f in A for q, g in B)
def parts(l, b, c):
    ds = [(-zeta, (l, b, c))] + ([(l, (l-1, b, c))] if l else [])
    return ([(1, (l, b, c))], ds, [(b, (l, b-1, c))] if b else [], [(c, (l, b, c-1))] if c else [])
VOL = [(1, (2, 0, 1)), (-1, (0, 2, 1))]
POT = [(-4*Zhe, (1, 0, 1)), (1, (2, 0, 0)), (-1, (0, 2, 0))]
SU = [(1, (1, 0, 2)), (-1, (1, 2, 0))]
TU = [(1, (2, 1, 0)), (-1, (0, 1, 2))]
def solve(Om):
    bas = [(l, b, c) for b in range(0, Om+1, 2) for l in range(Om+1-b) for c in range(Om+1-b-l)]
    n = len(bas); S, H, D, P = (np.zeros((n, n)) for _ in range(4))
    pr = [parts(*e) for e in bas]
    for i in range(n):
        for j in range(i + 1):
            f, fs, ft, fu = pr[i]; g, gs, gt, gu = pr[j]
            S[i, j] = S[j, i] = W(VOL, f, g)
            H[i, j] = H[j, i] = (W(VOL, fs, gs) + W(VOL, ft, gt) + W(VOL, fu, gu) + W(SU, fs, gu)
                                 + W(SU, fu, gs) + W(TU, ft, gu) + W(TU, fu, gt) + W(POT, f, g))
            a, b, c = (bas[i][m] + bas[j][m] for m in range(3))
            if b == 0 and c == 0:
                res = G(a + 3)/k**(a + 3)
                D[i, j] = D[j, i] = res/(4*pi)
                first = res*(digamma(a + 3) + EG - log(k))
            else:
                first = I(a + 2, b, c - 2)
            P[i, j] = P[j, i] = first - I(a, b + 2, c - 2)
    d = 1/np.sqrt(np.diag(S))
    sv, U = np.linalg.eigh(S*np.outer(d, d))
    keep = sv > 1e-13*sv[-1]
    X = d[:, None]*U[:, keep]/np.sqrt(sv[keep])
    c = X @ np.linalg.eigh(X.T @ H @ X)[1][:, 0]
    c /= np.sqrt(c @ S @ c)
    return bas, c, c @ H @ c, c @ D @ c, c @ P @ c
def poly(bas, c, s, t, u): return sum(ci*s**l*t**b*u**m for ci, (l, b, m) in zip(c, bas))
xl, wl = np.polynomial.laguerre.laggauss(12)
yl, wy = np.polynomial.legendre.leggauss(12); yl, wy = (yl + 1)/2, wy/2
def pair(bas, c, u, lam=1.0):
    """density of r12 in the state lam^3 psi(lam r1, lam r2), divided by lam^3"""
    s = (u + xl/(k*lam))[:, None]; t = u*yl[None, :]
    F = (s*s - t*t)*poly(bas, c, lam*s, lam*t, lam*u)**2
    return lam**3*float(wl @ F @ wy)*exp(-k*lam*u)/(k*lam)/(4*pi)
def fd_energy(bas, c):
    s = (xl/k)[:, None, None]; u = s*yl[None, :, None]; t = u*yl[None, None, :]
    s, u = s + 0*t, u + 0*t
    w = (wl*np.exp(xl)/k)[:, None, None]*wy[None, :, None]*wy[None, None, :]*s*u*u*(s*s - t*t)
    r1, r2 = (s + t)/2, (s - t)/2
    ct = np.clip((r1**2 + r2**2 - u**2)/(2*r1*r2), -1, 1)
    R = np.array([0*s, 0*s, r1, r2*np.sqrt(1 - ct**2), 0*s, r2*ct])
    def psi(R):
        a, b = np.sqrt((R[:3]**2).sum(0)), np.sqrt((R[3:]**2).sum(0))
        return np.exp(-zeta*(a + b))*poly(bas, c, a + b, a - b, np.sqrt(((R[:3] - R[3:])**2).sum(0)))
    h = 2e-3*np.minimum(np.minimum(r2, u), 1.0); p0 = psi(R); lap = 0
    for m in range(6):
        dR = np.zeros_like(R); dR[m] = h
        lap = lap + (psi(R + dR) + psi(R - dR) - 2*p0)/h**2
    return (w*p0*p0).sum(), (w*p0*(-lap/2 + (-Zhe/r1 - Zhe/r2 + 1/u)*p0)).sum()

print(f"helium: zeta = {zeta:.4f} 1/bohr, zeta^3 = {zeta**3:.5f}, ln(2 zeta) = {log(k):.5f}")
Eprev = 0.0
for Om in (0, 2, 4, 6):
    bas, c, E, dl, Pv = solve(Om)
    assert E < Eprev; Eprev = E
    nrm, Efd = fd_energy(bas, c)
    close(nrm, 1, 1e-6); close(Efd, E, 1e-4)     # finite-difference truncation
    close(pair(bas, c, 0.0), dl, 1e-6)
    if Om in (0, 6):
        close(P_cut(lambda u: pair(bas, c, u), a=1e-7, rmax=25, eps=1e-9), Pv, 1e-5)
    if Om == 0:
        close(E, -zeta**2, 1e-10)
        close(dl, zeta**3/(8*pi), 1e-10)
        for u in (0.3, 1.4):
            close(pair(bas, c, u), zeta**3/(8*pi)*exp(-k*u)*(1 + k*u + (k*u)**2/3), 1e-10)
        closed = zeta**3/2*(4/3 - log(k))
        close(Pv, closed, 1e-10)
        close(P_mom(lambda q: (k**4/(k*k + q*q)**2)**2), closed, 1e-7)
    print(f"Omega={Om} ({len(bas)} functions): E = {E:.6f} hartree,"
          f" <delta> = {dl:.5f}, <P> = {Pv:.5f} bohr^-3")

for lam in (1.5, alpha):
    direct = P_cut(lambda u: pair(bas, c, u, lam), a=1e-7, rmax=25/lam, eps=1e-9)
    law = Pv - 4*pi*log(lam)*dl
    close(direct, law, 2e-5)
    print(f"lam = {lam:.6g}: ln lam = {log(lam):.5f}, -4pi ln(lam)<delta> = {-4*pi*log(lam)*dl:.5f} bohr^-3")
    print(f"  <P>_lam/lam^3: quadrature {direct:.5f}, scaling law {law:.5f} bohr^-3")
PC = alpha**3*direct
print(f"alpha^3 = {alpha**3:.6e}; <P> in Compton units = {PC:.5e} (reduced Compton length)^-3")
# coefficients 14/3 and 7/(6 pi) are inputs from the QED calculation
Elog, EP = alpha**3*14/3*log(alpha)*dl, -alpha**3*7/(6*pi)*Pv
close((Elog + EP)/(-7/(6*pi)*PC), 1, 1e-5)
MHz = pc['hartree-hertz relationship'][0]/1e6
print(f"alpha^3 (14/3) ln(alpha) <delta> = {Elog:.4e} hartree")
print(f"-alpha^3 (7/6pi) <P> = {EP:.4e} hartree")
print(f"sum = {Elog+EP:.4e} hartree = {(Elog+EP)*MHz:.0f} MHz")
print(f"-(7/6pi) <P>_Compton = {-7/(6*pi)*PC:.4e} hartree")
print("all tests passed")
```

Printed output:

```
gamma from its integral = 0.57721566
q = 0.3 1/bohr: FT quadrature 27.6959391, 4pi(1-ln q) 27.6959391
q = 1.0 1/bohr: FT quadrature 12.5663706, 4pi(1-ln q) 12.5663706
q = 3.0 1/bohr: FT quadrature -1.2391986, 4pi(1-ln q) -1.2391986
remainder q=3, a=0.01: 9.42457e-04, 4pi(qa)^2/12 = 9.42478e-04
shifted Gaussian b = 0.8 bohr: f(0) = 0.527292, <P,f> = 3.531525
1s Z=1: <delta> = 0.318310, <P> = -2.77259 bohr^-3
1s Z=2: <delta> = 2.546479, <P> = -44.36142 bohr^-3
helium: zeta = 1.6875 1/bohr, zeta^3 = 4.80542, ln(2 zeta) = 1.21640
Omega=0 (1 functions): E = -2.847656 hartree, <delta> = 0.19120, <P> = 0.28097 bohr^-3
Omega=2 (7 functions): E = -2.903218 hartree, <delta> = 0.11239, <P> = 0.86222 bohr^-3
Omega=4 (22 functions): E = -2.903686 hartree, <delta> = 0.10790, <P> = 0.94849 bohr^-3
Omega=6 (50 functions): E = -2.903719 hartree, <delta> = 0.10692, <P> = 0.97195 bohr^-3
lam = 1.5: ln lam = 0.40547, -4pi ln(lam)<delta> = -0.54476 bohr^-3
  <P>_lam/lam^3: quadrature 0.42718, scaling law 0.42718 bohr^-3
lam = 0.00729735: ln lam = -4.92024, -4pi ln(lam)<delta> = 6.61057 bohr^-3
  <P>_lam/lam^3: quadrature 7.58252, scaling law 7.58252 bohr^-3
alpha^3 = 3.885939e-07; <P> in Compton units = 2.94652e-06 (reduced Compton length)^-3
alpha^3 (14/3) ln(alpha) <delta> = -9.5396e-07 hartree
-alpha^3 (7/6pi) <P> = -1.4026e-07 hartree
sum = -1.0942e-06 hartree = -7200 MHz
-(7/6pi) <P>_Compton = -1.0942e-06 hartree
all tests passed
```
